# Mean potential of superposed neutral atoms and the unrelaxed contact lineup

## One shell of charge

Take a nucleus of charge \(Z\) surrounded by \(Z\) electrons spread evenly over a thin sphere of radius \(s\). Rydberg atomic units are used: lengths are in Bohr radii \(a_0\), energies in Ry, and \(e^2=2\). All potentials below are potential energies of an electron, so a nucleus contributes \(-2Z/r\).

Outside the shell the two charges cancel and the potential energy is zero. Inside, the shell contributes the constant \(+2Z/s\). Hence

\[
v(r)=-2Z\left(\frac1r-\frac1s\right)\quad(r<s),\qquad v(r)=0\quad(r>s).
\]

The volume integral is

\[
\int v\,d^3r=-8\pi Z\int_0^s\left(r-\frac{r^2}{s}\right)dr
=-8\pi Z\left(\frac{s^2}{2}-\frac{s^2}{3}\right)=-\frac{4\pi}{3}Zs^2 .
\]

If a solid contains one such atom per volume \(\Omega\), its mean potential is this integral divided by \(\Omega\). The atom has no field outside itself, yet it lowers the mean potential, because an electron inside the shell sees an incompletely screened nucleus. The wider the shell, the larger the region of incomplete screening.

## Any neutral spherical atom

Let \(n(r)\) be the electron number density of a neutral spherical atom with a point nucleus. It must decay fast enough for the second radial moment

\[
Q=\int r^2n(r)\,d^3r=4\pi\int_0^\infty r^4n(r)\,dr
\]

to be finite. \(Q\) has the unit \(a_0^2\) and counts all electrons, not an average per electron.

By Gauss's law, electrons inside radius \(r\) act as if at the centre, while a shell at \(s>r\) contributes a constant:

\[
v(r)=-\frac{2Z}{r}+\frac2r\int_0^r4\pi s^2n(s)\,ds+2\int_r^\infty4\pi s\,n(s)\,ds .
\]

Neutrality gives \(\int_0^r4\pi s^2n\,ds=Z-\int_r^\infty4\pi s^2n\,ds\). The two terms in \(Z\) cancel, leaving

\[
v(r)=-2\int_r^\infty4\pi s^2n(s)\left(\frac1r-\frac1s\right)ds. \tag{1}
\]

The integrand is non-negative, so \(v\le0\) everywhere, and \(v\) dies out with the electron tail. Equation (1) is also the form to use numerically: it avoids subtracting the large nuclear and electronic terms at large \(r\).

Now integrate over space. Since the integrand has one sign, the order of integration may be exchanged. The region \(0<r<s<\infty\) is then covered by first letting \(r\) run from 0 to \(s\):

\[
\int v\,d^3r=-8\pi\int_0^\infty4\pi s^2n(s)
\left[\int_0^s\left(r-\frac{r^2}{s}\right)dr\right]ds .
\]

The bracket is \(s^2/6\), as for the single shell. Therefore

\[
\int v\,d^3r=-\frac{8\pi}{6}Q=-\frac{4\pi}{3}Q. \tag{2}
\]

In Hartree units, where \(e^2=1\), the prefactor is \(-2\pi/3\).

**The same result at zero wavevector.** Poisson's equation gives the Fourier transform \(v(q)=8\pi[n(q)-Z]/q^2\). For a spherical density

\[
n(q)=\int n(r)\frac{\sin qr}{qr}\,d^3r=Z-\frac{q^2}{6}Q+\dots
\]

The \(Z\) cancels, and \(v(q\to0)=-(4\pi/3)Q\). A periodic calculation that sets the zero-wavevector electrostatic term to zero discards this information. Two bulk calculations made in that way have no common energy zero, and (2) supplies one for the superposed density.

## From atoms to a slab

Consider a thick slab made by adding the densities and nuclei of such atoms, without letting the electrons respond. Its potential is the sum of the atomic potentials, with zero in the vacuum.

Take first one layer with one atom per area \(A\). Averaging the lattice sum over a lateral cell is the same as integrating one atomic potential over the whole plane and dividing by \(A\). With in-plane distance \(\rho\) and \(r^2=\rho^2+z^2\), one has \(\rho\,d\rho=r\,dr\) at fixed \(z\), so

\[
p(z)=\frac{2\pi}{A}\int_0^\infty v\!\left(\sqrt{\rho^2+z^2}\right)\rho\,d\rho
=\frac{2\pi}{A}\int_{|z|}^\infty r\,v(r)\,dr. \tag{3}
\]

Integrate over \(z\). A given \(r\) contributes for \(-r<z<r\), a length \(2r\):

\[
\int_{-\infty}^{\infty}p\,dz=\frac{2\pi}{A}\int_0^\infty2r^2v\,dr
=\frac1A\int v\,d^3r=-\frac{4\pi}{3}\frac{Q}{A}.
\]

Let layers repeat with period \(P\). Deep in the slab, the mean over one period of \(\sum_kp(z-kP)\) equals \(P^{-1}\int p\,dz\), because the shifted windows together cover the \(z\) axis. The layers missing beyond the surfaces would have contributed no more than their tails. Since \(AP=\Omega\), summing over the atoms \(i\) of the cell gives

\[
\bar V=-\frac{4\pi}{3\Omega}\sum_iQ_i. \tag{4}
\]

This is the mean potential relative to vacuum. Surface orientation and termination have dropped out, because a neutral spherical atom added at the surface has no far field. For the same reason, a rigid shift of atoms near the surface leaves the deep interior unchanged.

At fixed \(Q_i\), \(\bar V\) is proportional to \(1/\Omega\), so \(d\bar V/d\ln\Omega=-\bar V>0\): expansion raises the mean potential towards zero, the limit of separated atoms.

## Where sphericity enters

A second derivation shows what fails when the atoms are not spherical. Let \(\lambda(z)\) be the laterally averaged density of one layer, electrons counted positive and nuclei negative, with the nuclei at \(z=0\). Poisson's equation for the electron energy is \(p''=-8\pi\lambda\). If the layer has neither net charge nor a dipole along \(z\), \(p\) vanishes on both sides. Two integrations by parts then give

\[
\int p\,dz=\frac12\int z^2p''\,dz=-4\pi\int z^2\lambda\,dz
=-\frac{4\pi}{A}\int z^2n\,d^3r .
\]

The nuclei drop out because they sit at \(z=0\). For a spherical density \(\int z^2n\,d^3r=Q/3\), and the earlier result returns. For a non-spherical one, the moment along the surface normal appears instead, and the mean potential relative to vacuum can depend on orientation. A dipole along \(z\) is worse: every layer then adds a potential step.

## The contact

Put a metal M on the left and a semiconductor or insulator S on the right, each thick compared with the atomic tails. The potentials add, and the atoms of one slab do not reach the deep interior of the other. Each interior keeps its value (4), and the unrelaxed lineup is

\[
\Delta\bar V\equiv\bar V_S-\bar V_M=-\frac{4\pi}{3}
\left[\frac{\sum_SQ_i}{\Omega_S}-\frac{\sum_MQ_i}{\Omega_M}\right]. \tag{5}
\]

The gap width, the orientation and the end layers do not enter, and the two lattices need not match, since each interior is averaged over its own cell. As a difference of two numbers, one per material, the lineup is transitive: \(\Delta\bar V_{AC}=\Delta\bar V_{AB}+\Delta\bar V_{BC}\).

**Band edges.** Let \(\varepsilon_c\) and \(\varepsilon_v\) be the conduction and valence edges of S, and \(\varepsilon_F\) the Fermi level of M, each measured from the mean electrostatic potential of its own bulk calculation. On the common scale the edge is \(\bar V_S+\varepsilon_c\) and the Fermi level \(\bar V_M+\varepsilon_F\). Without band bending, the estimated barriers for electrons and holes are

\[
\phi_n=\varepsilon_c-\varepsilon_F+\Delta\bar V,\qquad
\phi_p=\varepsilon_F-\varepsilon_v-\Delta\bar V. \tag{6}
\]

Their sum is the gap \(\varepsilon_c-\varepsilon_v\), as it must be: the lineup enters the two barriers with opposite signs and cancels. By itself \(\Delta\bar V\) is not a barrier.

**Pseudopotentials.** Equation (4) assumes point nuclei and all electrons. If a local pseudopotential \(v_{\rm loc}\) with tail \(-2Z_v/r\) replaces nucleus and core, write it as \(-2Z_v/r\) plus the short-ranged remainder \(v_{\rm loc}+2Z_v/r\). The first part together with the \(Z_v\) valence electrons obeys (2), so each atom contributes

\[
\int\left(v_{\rm loc}+\frac{2Z_v}{r}\right)d^3r-\frac{4\pi}{3}Q_v
\]

to \(\Omega\bar V\). The mean potential changes with the pseudopotential, and \(\varepsilon_c\), \(\varepsilon_v\) and \(\varepsilon_F\) must be referred to the mean of the same local potential.

## What relaxation adds

Let the electrons respond, and let \(\delta n(z)\) be the laterally averaged change of their density. Suppose first that it is confined to the interface and integrates to zero. Then \(\delta V''=-8\pi\,\delta n\). With \(\delta V=\delta V'=0\) far to the left, two integrations give, at a point \(L\) beyond the interface,

\[
\delta V(L)=-8\pi\int(L-z)\,\delta n(z)\,dz=8\pi\int z\,\delta n(z)\,dz\equiv D. \tag{7}
\]

The term in \(L\) vanishes by neutrality. Moving electrons to the right, towards S, makes \(D\) positive and raises S relative to M. The relaxed lineup is \(\Delta\bar V+D\).

In a real solid \(\delta n\) also oscillates throughout both bulks. One then averages \(\delta n\) over a period of M and over a period of S, one filter after the other. Poisson's equation is linear, so the filtered potential obeys it with the filtered density. The latter vanishes in both interiors, and (7) applies to it.

The split between \(\Delta\bar V\) and \(D\) is a matter of reference. Another choice of atoms changes both terms and leaves their sum, the self-consistent lineup, unchanged. An estimate that drops \(D\) inherits the choice.

## An ionic reference

For an ion of net charge \(q_i\) the algebra leading to (1) leaves an uncancelled term:

\[
v_i(r)=-\frac{2q_i}{r}+u_i(r),\qquad \int u_i\,d^3r=-\frac{4\pi}{3}Q_i .
\]

Here \(u_i\) is the right-hand side of (1) with the ionic density. On rocksalt (001), cations and anions share each plane. The laterally averaged monopole charge of a plane is zero, so the terms \(-2q_i/r\) produce no averaged potential, and (4) survives with ionic moments.

On (111) the planes are alternately positive and negative. Two neighbouring planes of charge \(\pm q\) per area \(A\), a distance \(d\) apart, give a step of magnitude \(8\pi qd/A\). In a slab of complete planes, ending on cations at one face and anions at the other, the steps add from one pair to the next and the interior has no thickness-independent mean. If both end planes carry half the charge, the mean no longer depends on thickness, but the monopoles add \(+2\pi qd/A\) for cation ends and \(-2\pi qd/A\) for anion ends, about \(\pm14\) eV for MgO with \(q=2\). Either way (4) fails for ions. Neutral atoms have no such difficulty.

## Worked contact: MgO and a model metal

**Inputs.** The oxide is MgO with lattice constant 0.42 nm, or \(7.9368\,a_0\), and \(\Omega=a^3/4=124.993\,a_0^3\) per formula unit. Its free-atom densities come from spin-restricted, non-relativistic calculations in the local density approximation (LDA), with the four oxygen 2p electrons spread evenly over three orbitals. The metal is a model: fcc, lattice constant 0.40 nm, \(\Omega=107.973\,a_0^3\) per atom, with 2, 8 and 3 electrons in Slater shells \(k=1,2,3\) of exponents \(\zeta=13.0\), 4.5 and 1.2 \(a_0^{-1}\).

A Slater shell has \(n\propto r^{2k-2}e^{-2\zeta r}\). From \(\int_0^\infty r^me^{-2\zeta r}dr=m!/(2\zeta)^{m+1}\), the ratio of the integrals with \(m=2k+2\) and \(m=2k\) gives, for \(N\) electrons,

\[
Q=N\frac{(2k+2)(2k+1)}{4\zeta^2}.
\]

The three shells contribute

\[
Q_M=\frac{2\cdot12}{4\cdot169}+\frac{8\cdot30}{4\cdot20.25}+\frac{3\cdot56}{4\cdot1.44}
=0.036+2.963+29.167\simeq32.165\,a_0^2 .
\]

The three outer electrons supply about 91 % of the moment. The weight \(r^4\) makes \(\bar V\) a measure of the outer density, although the potential is deepest near the nucleus.

**Lineup.** The LDA moments are \(28.048\,a_0^2\) for Mg and \(11.843\,a_0^2\) for O, together \(39.891\,a_0^2\). Then

\[
\bar V_S=-\frac{4\pi}{3}\,\frac{39.891}{124.993}=-1.3368\ \mathrm{Ry},\qquad
\bar V_M=-\frac{4\pi}{3}\,\frac{32.165}{107.973}=-1.2478\ \mathrm{Ry},
\]

\[
\Delta\bar V=-0.0890\ \mathrm{Ry}=-1.21\ \mathrm{eV}.
\]

The mean potential of the oxide lies below that of the metal. The lineup is a small difference of two large numbers, \(-18.19\) and \(-16.98\) eV: an error of 1 % in the oxide moment shifts it by 0.18 eV, or 15 % of its size.

The independence from surface details was tested by summing the layer potentials (3) over two facing slabs and averaging over one period deep in each. Three contacts were used: (001) on both sides with a gap of 0.20 nm; (111) with Mg at the interface and 0.20 nm; and (111) with O at the interface and 0.30 nm. Each gives \(-1.211\) eV, as does (5).

## How far the neglected effects move the number

**Reference density.** Replace neutral Mg and O by Mg\(^{2+}\) and O\(^{2-}\) on (001), with the metal and both lattices held fixed. A free O\(^{2-}\) ion is unstable, so its density is computed inside a hollow sphere of charge \(+2\). The radius, \((a/2)/1.7476=2.271\,a_0\), makes the potential inside the sphere equal to that of the surrounding point ions at the anion site. The sphere shapes the density and is not itself included in \(\bar V\).

The cation moment falls from 28.048 to \(4.820\,a_0^2\), and the anion moment rises from 11.843 to \(23.626\,a_0^2\). The sum drops by \(11.445\,a_0^2\), so

\[
\delta\bar V_S=\frac{4\pi}{3}\,\frac{11.445}{124.993}\ \mathrm{Ry}\simeq5.22\ \mathrm{eV}.
\]

The lineup goes from \(-1.21\) to \(+4.01\) eV and changes sign. The size of the shift depends on the sphere: radii of 2.00 and \(2.65\,a_0\) would give about 6.1 and 4.0 eV instead of 5.22 eV. The change of sign survives in both cases. Removing the wide Mg 3s shell outweighs the swelling of the anion. The ionic value is not the self-consistent lineup either, since it too omits the response at the interface. For this contact, the change of reference shifts the lineup by more than the magnitude of either value.

**Charge transfer.** Suppose 0.1 electron per MgO (001) surface cell, of area \(a^2/2\), moves 0.20 nm from metal to oxide. Equation (7) gives

\[
D=8\pi\,\frac{0.1}{(7.9368)^2/2}\,\frac{0.20}{0.0529}\ \mathrm{Ry}\simeq0.302\ \mathrm{Ry}=4.10\ \mathrm{eV}.
\]

The transfer is an assumed probe, not a computed one. If 0.1 is the net displaced charge, with all polarization included, the step stands as given; if it is a bare charge to which the materials then respond, screening reduces it. By linearity 0.01 electron gives 0.41 eV, still a third of the unrelaxed lineup.

**Strain and volume.** Stretching the metal by 5.0 % in both in-plane directions to match the oxide, at fixed layer spacing and fixed \(Q\), multiplies its volume by \((0.42/0.40)^2=1.1025\). Its mean potential rises by 1.58 eV, and the lineup becomes \(-2.79\) eV. A strain that conserved volume would give no shift in (4). An increase of 1 % in the oxide volume raises \(\bar V_S\) by 0.18 eV. These are shifts of the reference potentials; the band terms in (6) shift with strain as well, and a barrier needs both.

**Functional.** With the PBE functional the moments are 28.272 and \(11.824\,a_0^2\), and \(\bar V_S\) moves by \(-0.09\) eV. The last digit of the PBE moment of Mg, and of the O\(^{2-}\) moment above, is not converged. They are uncertain by about 0.004 and \(0.002\,a_0^2\), which is at most 0.002 eV in \(\bar V_S\). The difference between these two functionals is small, but they are similar in kind. Hartree–Fock atoms, with oxygen in its triplet ground state, would move \(\bar V_S\) by about \(-0.4\) eV from the LDA value, a third of the lineup: a wider Mg 3s shell lowers it by about 0.7 eV, and a more compact oxygen atom raises it by about 0.3 eV. Spin restriction by itself changes little: averaging the Hartree–Fock energy over the states of the oxygen 2p\(^4\) configuration gives about \(-0.46\) eV. The closed-shell equations with occupation 4/3 in each 2p orbital, the recipe of the LDA atoms here, would give about \(-0.9\) eV. In Hartree–Fock theory, however, that solution lies about 1 Ry above the triplet and is a poor picture of the atom. Spin polarization of the free oxygen atom, left out here, would raise \(\bar V_S\) by about 0.04 eV in the LDA. Relativity is also left out. A scalar-relativistic estimate with Hartree–Fock atoms raises \(\bar V_S\) by about 0.04 eV, almost all of it from Mg.

**The real case.** The lattice constant of MgO is close to the real one. The metal has the electron count, structure and rough lattice constant of aluminium, but its exponents are round numbers, so its \(\bar V_M\) is not a prediction for aluminium. A real contact breaks the assumption of rigid neutral atoms first of all: MgO is strongly ionic, and the ionic replacement moves the lineup by 5.2 eV, a large part of a band gap of very roughly 8 eV. The lineup (5) with neutral atoms should therefore not be used alone in (6) to estimate a barrier for this system. It remains useful as a common energy zero to which a self-consistent \(D\), computed with the same reference atoms, is added. The main values are collected in the numerical output that follows.

## Table of computed values

```
MgO lattice constant            0.42 nm = 7.9368 a0
model metal lattice constant    0.40 nm = 7.5589 a0
metal shell 1: electrons 2, exponent 13.0 1/a0
metal shell 2: electrons 8, exponent 4.5 1/a0
metal shell 3: electrons 3, exponent 1.2 1/a0
volume per MgO unit             124.993 a0^3
volume per metal atom           107.973 a0^3
Q of Mg atom, LDA               28.048 a0^2
Q of O atom, LDA                11.843 a0^2
Q of metal atom                 32.165 a0^2
Q of Mg, second basis           28.048 a0^2
Q of O, second basis            11.843 a0^2
volume integral of v, Mg        -117.486 Ry a0^3
volume integral of v, O         -49.606 Ry a0^3
volume integral of v, metal     -134.733 Ry a0^3
mean potential MgO              -1.3368 Ry = -18.188 eV
mean potential metal            -1.2478 Ry = -16.978 eV
lineup, MgO minus metal         -0.0890 Ry = -1.211 eV
slab-sum lineup (001), gap 0.20 nm     -1.211 eV
slab-sum lineup (111) Mg end, 0.20 nm  -1.211 eV
slab-sum lineup (111) O end, 0.30 nm   -1.211 eV
Madelung constant, direct sum   1.7476
Watson sphere radius            2.271 a0
Q of Mg2+ ion, LDA              4.820 a0^2
Q of O2- ion in sphere, LDA     23.626 a0^2
mean potential MgO, ionic (001) -12.970 eV
lineup with ionic MgO           4.008 eV
shift neutral to ionic          5.219 eV
electrons moved per MgO cell    0.10
distance of transfer            0.20 nm
unscreened step by transfer     4.103 eV
same step, Poisson integration  4.103 eV
in-plane strain of metal        5.0 %
lineup with strained metal      -2.789 eV
lineup shift by strain          -1.578 eV
MgO shift, volume +1 %          0.180 eV
Q of Mg atom, PBE               28.272 a0^2
Q of O atom, PBE                11.824 a0^2
MgO shift, LDA to PBE           -0.094 eV
```
